# Interdiffusion with viscous flow: Stephenson's equations and the Darken limit

## 1. What goes wrong without the coupling

Take an amorphous silicon–germanium multilayer with a 6 nm period, annealed at 700 K. With the rough parameters of section 9, Darken's formula predicts that a weak composition wave decays by a factor $e$ in 2.3 days. A stress in the clamped film relaxes by viscous flow in about one hour. It seems safe to conclude that stress is irrelevant and that Darken's formula holds. Yet the coupled equations give 4.3 days.

The error lies in the criterion. Unequal intrinsic fluxes keep regenerating the stress while flow removes it. What matters is whether the remaining pressure gradient can hold back the faster species. That depends on the viscosity, the atomic mobilities and the wavelength, and the stress relaxation time alone does not settle it.

## 2. Setting and conventions

Composition varies along $z$, the film normal. A thick substrate clamps the film laterally, and the top surface is free, so $\sigma_{zz}=0$. The solid is isotropic, with Young modulus $E$, Poisson ratio $\nu$, bulk modulus $K$, shear modulus $G$ and shear viscosity $\eta$. Elastic strains are small and kept to first order. Viscous strains may be large.

Species $i=1,2$ has number density $c_i$ and constant atomic volume $\Omega_i$. Its flux $J_i$ is measured relative to the local material, which moves at velocity $v$ and carries inert markers with it. A prime means $\partial/\partial z$, and a dot means the time derivative following the material. The volume flux is
$$j=\Omega_1J_1+\Omega_2J_2 .$$
The lateral stress is $\sigma=\sigma_{xx}=\sigma_{yy}$, positive in tension. The pressure is minus the mean normal stress:
$$p=-\tfrac13(\sigma+\sigma+0)=-\tfrac23\sigma,\qquad \sigma=-\tfrac32p .$$

## 3. Balance of atoms and volume

Atoms are conserved, and their total flux in the fixed frame is $J_i+c_iv$:
$$\frac{\partial c_i}{\partial t}=-(J_i+c_iv)' .$$
Expanding the product and moving $vc_i'$ to the left gives
$$\dot c_i=-J_i'-c_iv' .$$
Let an element have stress-free volume $V_0$. Under pressure its volume is $V=V_0(1-p/K)$, so
$$\Omega_1c_1+\Omega_2c_2=V_0/V=1+p/K .$$
Multiply the species balance by $\Omega_i$ and add:
$$\dot p/K=-j'-(1+p/K)v' .$$
The product $(p/K)v'$ is small compared with $v'$ and is dropped:
$$v'=-j'-\dot p/K. \tag{1}$$
An element expands when volume flows into it, less whatever is taken up by compression.

## 4. How the clamp turns a volume flux into stress

Assume that sources and sinks for atoms are plentiful and act equally in all directions. The stress-free volume then grows at the relative rate $-j'$, and each direction receives the strain rate $-j'/3$.

The lateral elastic strain under equal biaxial stress is $(1-\nu)\sigma/E$. For Newtonian flow the viscous strain rate is the deviatoric stress divided by $2\eta$. The lateral deviatoric stress is $\sigma-\frac23\sigma=\frac13\sigma$, so the viscous rate is $\sigma/(6\eta)$. The clamp makes the total lateral rate vanish:
$$-\frac{j'}{3}+\frac{1-\nu}{E}\dot\sigma+\frac{\sigma}{6\eta}=0 .$$
Insert $\sigma=-\frac32p$ and multiply by 3:
$$\frac{9(1-\nu)}{2E}\,\dot p+\frac{3p}{4\eta}=-j'. \tag{2}$$
With the modulus $M=2E/[9(1-\nu)]$ and no volume flux, this reads $\dot p=-p/\tau$, where
$$\tau=\frac{4\eta}{3M}=\frac{6\eta(1-\nu)}{E}$$
is the Maxwell time of the clamped film.

To find the velocity, put (2) into (1) and use $1/K=3(1-2\nu)/E$. The coefficient of $\dot p$ becomes
$$\frac{9(1-\nu)-6(1-2\nu)}{2E}=\frac{3(1+\nu)}{2E}=\frac{3}{4G},$$
because $E=2G(1+\nu)$. Hence
$$v'=\frac34\left(\frac p\eta+\frac{\dot p}{G}\right). \tag{3}$$
A region that gains volume is under pressure and grows in thickness, since it cannot grow sideways.

## 5. How stress acts back on the fluxes

The driving force follows from the free energy of a clamped element of unit area. Let $\varepsilon$ be its lateral elastic strain, so that $\sigma=E\varepsilon/(1-\nu)$. Two lateral directions store energy and the free direction does no work, so the energy per volume is
$$W=\tfrac12(2\sigma\varepsilon)=\frac{E\varepsilon^2}{1-\nu},\qquad \frac{dW}{d\varepsilon}=2\sigma .$$
Add $\delta N_i$ atoms with the viscous strain held fixed. The stress-free volume rises by $\Omega_i\delta N_i$, and the stress-free lateral strain by $\Omega_i\delta N_i/(3V_0)$. The clamp forces the elastic strain to fall by the same amount. The elastic energy changes by
$$\delta(V_0W)=-V_0\,2\sigma\,\frac{\Omega_i\delta N_i}{3V_0}+W\Omega_i\delta N_i .$$
The last term is of second order in strain and is dropped. The first equals $-\frac23\sigma\Omega_i\delta N_i=p\,\Omega_i\delta N_i$. The full potential is therefore $\mu_i+\Omega_ip$, with $\mu_i$ the stress-free chemical potential.

The isotropy of the sources matters here. If atoms were added solely as layers parallel to the film, $\varepsilon$ would not change and no first-order stress term would appear.

With tracer diffusivities $D_i^*$ and no cross mobilities, the linear flux law is
$$J_i=-\frac{D_i^*c_i}{kT}\,(\mu_i+\Omega_ip)'. \tag{4}$$
Equations (2)–(4) and the species balance are Stephenson's coupled equations for this geometry.

## 6. Fluxes in terms of composition

Let $x_i$ be the atomic fractions, and take a regular solution with mixing energy $\omega$. Apart from constants, $\mu_1=kT\ln x_1+\omega x_2^2$. Since $dx_2=-dx_1$,
$$d\mu_1=kT\frac{dx_1}{x_1}-2\omega x_2\,dx_1=kT\,\Phi\frac{dx_1}{x_1},\qquad \Phi=1-\frac{2\omega x_1x_2}{kT}.$$
Exchanging labels gives $d\mu_2=kT\Phi\,dx_2/x_2$.

Let $\psi$ be the volume fraction of species 1, with $\psi_1=\psi$ and $\psi_2=1-\psi$. In the flux coefficients the elastic strain is negligible, so $\psi_i=\Omega_ic_i$. From $x_1/x_2=(\Omega_2/\Omega_1)\psi_1/\psi_2$, logarithmic differentiation gives
$$\frac{dx_1}{x_1x_2}=\frac{d\psi}{\psi_1\psi_2}.$$
With $c=c_1+c_2$ we have $\psi_2=c\,\Omega_2x_2$, and so $dx_1/x_1=d\psi/(\psi_1c\,\Omega_2)$. Likewise $dx_2/x_2=-d\psi/(\psi_2c\,\Omega_1)$. Inserting these in (4) yields
$$\Omega_1J_1=-D_1\psi'-B_1p',\qquad \Omega_2J_2=D_2\psi'-B_2p', \tag{5}$$
$$D_1=\frac{D_1^*\Phi}{c\,\Omega_2},\quad D_2=\frac{D_2^*\Phi}{c\,\Omega_1},\quad B_i=\frac{\Omega_i\psi_iD_i^*}{kT}.$$
With $B=B_1+B_2$, the volume flux is
$$j=-(D_1-D_2)\psi'-Bp'. \tag{6}$$

In a material element the volume of species 1 changes at the relative rate $-\Omega_1J_1'$, and the total at $-j'$. The quotient rule gives
$$\dot\psi=-\Omega_1J_1'+\psi j'. \tag{7}$$

## 7. Rapid stress relaxation and the Darken limit

Suppose composition changes slowly compared with $\tau$. The terms in $\dot p$ can then be dropped after a short transient, and (2) and (1) become
$$p=-\frac{4\eta}{3}j',\qquad v'=-j' .$$
Measure $v$ from a symmetry plane of the multilayer, where $j=0$. Then $v=-j$: the material moves so as to cancel the volume flux. Putting the pressure into (6) gives
$$j-B\left(\frac{4\eta}{3}j'\right)'=-(D_1-D_2)\psi'. \tag{8}$$
The second term on the left is the resistance of the solid to flow. For constant coefficients it is $-\ell^2j''$, with
$$\ell=\sqrt{4\eta B/3}.$$
Rapid relaxation has removed $\dot p$ but not $p$.

In the fixed frame the volume flux of species 1 is
$$\Omega_1J_1+\psi_1v=\Omega_1J_1-\psi_1j=\psi_2\Omega_1J_1-\psi_1\Omega_2J_2 .$$
Inserting (5),
$$\Omega_1J_1+\psi_1v=-D_D\psi'-b\,p',\qquad b=\psi_2B_1-\psi_1B_2, \tag{9}$$
$$D_D=\psi_2D_1+\psi_1D_2=\Phi\,(x_2D_1^*+x_1D_2^*).$$
The last form uses $\psi_2/(c\,\Omega_2)=x_2$ and $\psi_1/(c\,\Omega_1)=x_1$.

If composition varies over lengths much greater than $\ell$, the flow term in (8) is negligible and the pressure term in (9) vanishes with it. Since $\psi=\Omega_1c_1$, what remains is
$$v=(D_1-D_2)\psi',\qquad J_1+c_1v=-D_D\,c_1'. \tag{10}$$
This is Darken transport. If species 1 is the faster, $D_1>D_2$, markers move toward the side rich in it, because that side loses volume.

**The opposite limit.** If composition varies over lengths much shorter than $\ell$, flow cannot keep up and $j\to0$. Equation (6) then fixes the pressure gradient, $p'=-(D_1-D_2)\psi'/B$. The flux of species 1 becomes
$$\Omega_1J_1=-\left[D_1-\frac{B_1(D_1-D_2)}{B}\right]\psi'=-D_{NP}\psi',\qquad D_{NP}=\frac{D_1B_2+D_2B_1}{B}.$$
This is the Nernst–Planck limit, with pressure in the role that an electric field plays for ions. For equal atomic volumes it reduces to
$$D_{NP}=\frac{\Phi D_1^*D_2^*}{x_1D_1^*+x_2D_2^*}.$$
If $D_1^*$ grows without bound, this tends to $\Phi D_2^*/x_1$: the slow species controls mixing. For the same large $D_1^*$, the Darken value tends to $\Phi x_2D_1^*$, so there the fast species controls mixing.

## 8. Between the limits

Consider a weak wave $\delta\psi\propto\cos kz$ on a uniform alloy, and let $q=k^2\ell^2$. For such a wave $j''=-k^2j$, so (8) gives
$$j=-\frac{(D_1-D_2)\psi'}{1+q}.$$
Equation (6) then gives the pressure gradient:
$$Bp'=-(D_1-D_2)\psi'-j=-\frac{q}{1+q}(D_1-D_2)\psi' .$$
Inserted in (9), this reduces the diffusivity to
$$D_{\rm eff}=D_D-\frac{q}{1+q}\,\frac{b(D_1-D_2)}{B}.$$
To identify the last factor, use $\psi_2B-B_2=b$ and $\psi_1B-B_1=-b$:
$$D_D-D_{NP}=\frac{D_1(\psi_2B-B_2)+D_2(\psi_1B-B_1)}{B}=\frac{b(D_1-D_2)}{B}.$$
Therefore
$$D_{\rm eff}=\frac{D_D+q\,D_{NP}}{1+q}. \tag{11}$$
At the wavelength $2\pi\ell$, where $q=1$, the result is halfway between the limits.

The stress generated by the diffusion itself does not speed the decay of a weak wave in this model. A stress wave already present at the start can do so, but only during a transient of length about $\tau/(1+q)$. From the definitions,
$$b=\frac{\psi_1\psi_2}{kT}(\Omega_1D_1^*-\Omega_2D_2^*),\qquad D_1-D_2=\frac{\Phi}{c\,\Omega_1\Omega_2}(\Omega_1D_1^*-\Omega_2D_2^*).$$
Their product is a square times $\Phi$, so $D_D\ge D_{NP}$ when $\Phi>0$. The two agree when $\Omega_1D_1^*=\Omega_2D_2^*$, for then the intrinsic volume fluxes balance.

**The transient.** Keep $\dot p$ and linearize (2) and (7):
$$\dot{\delta\psi}=-k^2(D_D\,\delta\psi+b\,p),$$
$$\dot p=-M\left[k^2(D_1-D_2)\,\delta\psi+\left(\frac{3}{4\eta}+k^2B\right)p\right].$$
At fixed composition, pressure settles at the rate $M[3/(4\eta)+k^2B]=(1+q)/\tau$. Equation (11) therefore holds when even the Darken decay time $1/(k^2D_D)$, the shortest that (11) allows, is much longer than $\tau/(1+q)$.

**The right condition for Darken transport.** The requirement $q\ll1$ can be written in times:
$$\frac1{k^2D_D}\gg\frac{\ell^2}{D_D},\qquad \frac{\ell^2/D_D}{\tau}=\frac{MB}{D_D}.$$
Since $B/D_D$ is of order $\Omega/kT$ when $\Phi$ is near one, the alloy is not dilute and the two diffusivities do not differ extremely, the ratio is roughly $M\Omega/kT$. In a stiff solid this is large. Between $\tau$ and $\ell^2/D_D$ there is then a wide range of decay times in which stress relaxes quickly, yet Darken's formula clearly overestimates the mixing rate if the intrinsic volume fluxes are very unequal. If they nearly balance, $D_{NP}$ is close to $D_D$ and the error is small.

A solid that does not flow at all is a useful second case. With $\eta\to\infty$ the pressure equation drives $p$ to $-(D_1-D_2)\delta\psi/B$ at the rate $k^2MB$. If $MB\gg D_D$, this is fast compared with mixing, which then proceeds with $D_{NP}$. In such a stiff solid, elastic compliance does not restore Darken transport. In a very soft one, with $MB\ll D_D$, little pressure builds up, so $\delta\psi$ decays at the Darken rate for most of its decay, and a small remainder then decays more slowly. Equation (10) is still not recovered. With $\eta\to\infty$, (2) and (3) give $v=-j\,(1+\nu)/[3(1-\nu)]$, which is 0.56 of the Darken marker velocity for $\nu=0.25$. The elastic dilation $p/K$ also makes $\Omega_1c_1$ differ from $\psi$ at first order in the wave amplitude. Both differences vanish only as $\nu\to\frac12$.

## 9. A silicon–germanium multilayer

Let germanium be species 1 and silicon species 2, in equal atomic amounts at 700 K, where $kT=0.0603$ eV. These inputs are rough, illustrative values:

- atomic volumes 0.0227 and 0.0200 nm³
- tracer diffusivities $10^{-19}$ and $10^{-20}$ cm²/s
- $E=130$ GPa, $\nu=0.25$, $\eta=10^{14}$ Pa s
- mixing energy $\omega=0.020$ eV

The mixing factor is $\Phi=1-0.020/(2\times0.0603)=0.834$. The Darken diffusivity follows at once:
$$D_D=0.834\times\tfrac12(10+1)\times10^{-20}=4.59\times10^{-20}\ \text{cm}^2/\text{s}.$$
For the intrinsic values, $c=2/(\Omega_1+\Omega_2)$ gives $c\,\Omega_2=0.937$ and $c\,\Omega_1=1.063$. Hence $D_1=8.91\times10^{-20}$ and $D_2=0.785\times10^{-20}$ cm²/s. The volume mobility is $B=1.346\times10^{-5}$ nm²/(GPa s), and $D_{NP}=1.37\times10^{-20}$ cm²/s.

With $\eta=10^5$ GPa s,
$$\ell^2=\tfrac43\times10^5\times1.346\times10^{-5}=1.79\ \text{nm}^2,\qquad \ell=1.34\ \text{nm}.$$
The crossover wavelength $2\pi\ell$ is 8.4 nm. By (11), $D_{\rm eff}$ comes within 10% of the Darken value at wavelengths above 21 nm.

For a 6 nm period, $k^2=1.097$ nm⁻² and $q=1.97$, so
$$D_{\rm eff}=\frac{4.59+1.97\times1.37}{2.97}\times10^{-20}=2.45\times10^{-20}\ \text{cm}^2/\text{s}.$$
This is 53% of the Darken value. The decay time $1/(k^2D_{\rm eff})$ is **4.3 days**. The Maxwell time is $\tau=6\times10^5\times0.75/130=3460$ s, so the wave outlives it by a factor of about 107. The time that must be exceeded for Darken transport is $\ell^2/D_D=3.9\times10^5$ s, or 113 times $\tau$.

The stress is modest. From $p=-(4\eta/3)j'$ and the wave solution for $j$,
$$p=-\frac{4\eta}{3}\,\frac{k^2(D_1-D_2)}{1+q}\,\delta\psi=-(0.400\ \text{GPa})\,\delta\psi .$$
A volume-fraction amplitude of 0.05 gives $p=-20$ MPa in the germanium-rich layer, and a lateral tension of 30 MPa. That layer loses volume while the substrate holds its width. This small stress matters because the chemical driving force of a weak wave is small too. In the germanium-rich layer the chemical potential of germanium is raised by $kT\Phi\,\delta\psi/(\psi_1c\,\Omega_2)=0.084\,kT$, while the stress term $\Omega_1p=-0.047\,kT$ cancels more than half of that.

**Large amplitudes.** Equation (11) holds for weak waves. For a strong one, half a period was divided into 60 material cells, each holding atom counts and a viscous strain. Hooke's law gave the stress, neighbouring cells exchanged atoms by (4), and an implicit stiff integrator advanced the cells in time. The starting profile was $\psi=0.5+0.3\cos kz$, and the run lasted $1/(k^2D_D)$, with $D_D$ at the equal-atom composition.

At a 6 nm period the final amplitude is 0.170. Darken's equation, solved on a fixed grid with its composition-dependent diffusivity, gives 0.106, and the Nernst–Planck equation gives 0.215. A marker that starts a quarter period from the germanium-rich plane moves 0.135 nm toward it, against 0.317 nm in the Darken limit. At a 200 nm period, with the other parameters held fixed, the cells and Darken's equation both give an amplitude of 0.106 and a marker shift of 10.6 nm. These runs hold $D_1^*$, $D_2^*$ and $\eta$ independent of composition and pressure, which is a strong assumption at this amplitude. If both $D_i^*$ carry a factor $10^{4(\psi-\psi_0)}$, with $\psi_0$ the equal-atom value, the 6 nm amplitudes become 0.198 with stress and 0.162 for Darken's equation. The pressure early in the 6 nm run is about 0.15 GPa, so $|p|\Omega/kT$ is about 0.3 and the corrections sized in section 10 for the 0.05 wave are no longer small.

## 10. How far the example can be trusted

Amorphous silicon–germanium multilayers with periods of a few nanometres are made and annealed, so the geometry is realistic. The diffusivities and the viscosity are uncertain by an order of magnitude or more, and their tenfold diffusivity ratio is an assumption. The numbers illustrate the mechanism and do not predict a particular film.

One doubtful assumption is a constant viscosity: an amorphous film can relax structurally during the anneal and become more viscous. At the 6 nm period, with all else fixed, tripling $\eta$ lowers $D_{\rm eff}$ to $1.84\times10^{-20}$ cm²/s, and dividing it by three raises it to $3.31\times10^{-20}$ cm²/s. For the given diffusivities, (11) confines the result between $D_{NP}$ and $D_D$, which differ here by a factor of 3.3. Since $q$ is proportional to the product of $\eta$ and the overall scale of the diffusivities, a tenfold error in either moves $D_{\rm eff}/D_D$ from 0.53 to 0.33 or to 0.89. A real film could therefore lie close to either limit.

Other neglected effects can be sized for the 0.05 wave:

- If the viscosities of germanium and silicon differ tenfold, and $\log\eta$ is linear in $\psi$, the local viscosity changes by $10^{0.05}-1$, or 12%.
- The tracer diffusivities were taken independent of composition. If they change by four decades between silicon and germanium, with $\log D_i^*$ linear in $\psi$, their local values change by $10^{0.2}-1$, or 58%. The overall decay of the 0.05 wave barely changes, because the increases and decreases cancel to first order, but a strong wave is affected (section 9).
- An activation volume of one atomic volume changes the mobilities by about $|p|\Omega/kT$, or 4%.
- Flow varies with shear stress as $\sinh y$, with $y=|\sigma|V_f/(4kT)$. For a flow volume $V_f$ of five atomic volumes, $y=0.08$ and the rate rises by $y^2/6$, or 0.1%.
- Unlike neighbours at distance $r$ add a gradient energy $\omega r^2(x_1')^2/6$ per atom. This stiffens the wave by $\omega r^2k^2/3$ against $4kT-2\omega$. With $r=0.24$ nm the ratio is 0.2%.

Crystallization would change both the diffusivities and the flow law. Scarce or directional sources and sinks would change section 4 and the potential in section 5. Cross mobilities would alter both $D_i$ and $B$. Finally, $\ell$ spans only a few atomic spacings here, so the continuum description becomes doubtful for periods much below 6 nm.

Numerical values quoted here were computed with a short program.
